# Equal-area condition for coexistence in an S-shaped current filament: a program that tests the result

```python
"""Equal-area condition for a current filament with an S-shaped characteristic.

Local heat balance:  C dT/dt = d/dy(kappa dT/dy) + sigma(T) E^2 - h (T - T0).
Result under test: a flat wall between cold (T1) and hot (T3) regions rests at
the field E_co where  A(E) = integral_T1^T3 kappa (sigma E^2 - h (T-T0)) dT = 0.
T temperature, E field, sigma electrical and kappa thermal conductivity,
h heat loss per volume and kelvin, C heat capacity per volume.
The formula is compared with time-dependent finite-volume solutions.
SI units are used internally.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

T0 = 300.0            # electrode temperature, K
E_act = 0.30          # activation energy, eV
sigma_0 = 1.0e5       # activated prefactor, S/m
sigma_m = 100.0       # saturation conductivity, S/m
kappa_0 = 1.0         # thermal conductivity at T0, W/(m K)
G_int = 2.0e6         # heat transfer to each electrode, W/(m^2 K)
d = 40e-9             # film thickness, m
C_vol = 2.0e6         # heat capacity, J/(m^3 K)
h = 2 * G_int / d
tau = C_vol / h


def sigma(T):
    return 1 / (np.exp(E_act * q_e / (k_B * T)) / sigma_0 + 1 / sigma_m)


def kappa(T):
    return kappa_0 * T / T0


def theta(T):
    """Integral of kappa from T0 to T."""
    return kappa_0 * (T**2 - T0**2) / (2 * T0)


def source(T, E):
    return sigma(T) * E**2 - h * (T - T0)


def static_field(T):
    return np.sqrt(h * (T - T0) / sigma(T))


nodes, weights = np.polynomial.legendre.leggauss(100)


def integral(func, a, b):
    x = 0.5 * (b - a) * nodes + 0.5 * (a + b)
    return 0.5 * (b - a) * np.sum(weights * func(x))


# Turning points of the S-shaped characteristic
opts = {"xatol": 1e-9}
T_th = minimize_scalar(lambda T: -static_field(T), bounds=(301, 400),
                       method="bounded", options=opts).x
T_h = minimize_scalar(static_field, bounds=(400, 1000),
                      method="bounded", options=opts).x
E_th, E_h = static_field(T_th), static_field(T_h)
assert E_h < E_th
T_scan = np.linspace(301, 1000, 2000)
assert np.all(np.diff(sigma(T_scan) * static_field(T_scan)) > 0)


def uniform_states(E):
    return (brentq(source, T0, T_th, args=(E,)),
            brentq(source, T_th, T_h, args=(E,)),
            brentq(source, T_h, 2500.0, args=(E,)))


def area(E, weight=kappa):
    T1, _, T3 = uniform_states(E)
    return integral(lambda T: weight(T) * source(T, E), T1, T3)


def area_jE(E):
    """Unweighted area between E and the static curve in the j-E plane."""
    T1, _, T3 = uniform_states(E)
    T = np.linspace(T1, T3, 6001)
    Es = static_field(T)
    gap = E - Es
    return np.sum(0.5 * (gap[1:] + gap[:-1]) * np.diff(sigma(T) * Es))


E_lo, E_hi = E_h * (1 + 1e-6), E_th * (1 - 1e-6)
assert area(E_lo) < 0 < area(E_hi)
E_co = brentq(area, E_lo, E_hi)
E_jE = brentq(area_jE, E_lo, E_hi)
E_nokappa = brentq(lambda E: area(E, np.ones_like), E_lo, E_hi)
T1, T2, T3 = uniform_states(E_co)
j1, j3 = sigma(T1) * E_co, sigma(T3) * E_co

# Slope of A(E), including the moving end points, by finite differences
slope = 2 * E_co * integral(lambda T: kappa(T) * sigma(T), T1, T3)
dE = 1e-4 * E_co
slope_fd = (area(E_co + dE) - area(E_co - dE)) / (2 * dE)
assert abs(slope_fd / slope - 1) < 1e-4


def potential(T):
    return -integral(lambda x: kappa(x) * source(x, E_co), T1, T)


# Lobes computed in the plane of E^2 against W, dW = kappa sigma dT
def lobe(a, b):
    return integral(lambda T: (E_co**2 - static_field(T)**2)
                    * kappa(T) * sigma(T), a, b)


lobe_cold, lobe_hot = lobe(T1, T2), lobe(T2, T3)
assert abs(lobe_cold + lobe_hot) < 1e-6 * lobe_hot
flux_max = np.sqrt(2 * potential(T2))
T10, T90 = T1 + 0.1 * (T3 - T1), T1 + 0.9 * (T3 - T1)
wall_width = integral(lambda T: kappa(T) / np.sqrt(
    2 * np.array([potential(x) for x in T])), T10, T90)
S_wall = integral(lambda T: kappa(T) * np.sqrt(
    2 * np.array([max(potential(x), 0.0) for x in T])), T1, T3)


# Finite-volume evolution; the field follows from supply and series resistor
class Film:
    def __init__(self, width, cells, depth=None):
        self.dy = width / cells
        self.y = (np.arange(cells) + 0.5) * self.dy
        self.yf = np.arange(1, cells) * self.dy
        if depth is None:                       # round filament
            self.face = 2 * np.pi * self.yf
            self.cell = 2 * np.pi * self.y * self.dy
        else:                                   # flat strip
            self.face = depth * np.ones(cells - 1)
            self.cell = depth * self.dy * np.ones(cells)

    def field(self, T, supply, load):
        return supply / (d + load * np.sum(sigma(T) * self.cell))

    def run(self, supply, load, start, times):
        """Times are in units of tau; returns profiles at those times."""
        def rhs(t, T):
            flow = self.face * np.diff(theta(T)) / self.dy
            gain = np.zeros_like(T)
            gain[:-1] += flow
            gain[1:] -= flow
            E = self.field(T, supply, load)
            return (gain / self.cell + source(T, E)) / h
        T_init = T1 + (T3 - T1) * 0.5 * (1 - np.tanh((self.y - start) / 1.5e-7))
        sol = solve_ivp(rhs, (0, times[-1]), T_init, method="BDF",
                        t_eval=times, rtol=1e-7, atol=1e-6)
        assert sol.success
        return sol.y.T

    def crossing(self, T, level):
        i = np.where(T > level)[0][-1]
        return self.y[i] + self.dy * (T[i] - level) / (T[i] - T[i + 1])


T_mid = 0.5 * (T1 + T3)
depth, width, R_load = 1e-7, 4e-6, 2500.0
strip = Film(width, 400, depth)

# Two supplies behind a resistor: one field, two hot widths
supplies, fields, currents, positions = (1.7, 2.0), [], [], []
for V0 in supplies:
    T = strip.run(V0, R_load, 0.55 * width, [1000.0])[-1]
    E = strip.field(T, V0, R_load)
    fields.append(E)
    currents.append(E * np.sum(sigma(T) * strip.cell))
    positions.append(strip.crossing(T, T_mid))
    assert abs(E / E_co - 1) < 1e-4
    sim_flux = np.max(np.abs(np.diff(theta(T)))) / strip.dy
    sim_width = strip.crossing(T, T10) - strip.crossing(T, T90)
    assert abs(sim_flux / flux_max - 1) < 0.01      # grid sampling of a maximum
    assert abs(sim_width / wall_width - 1) < 0.01   # linear interpolation
lever = (currents[1] - currents[0]) / (depth * (j3 - j1))
shift = positions[1] - positions[0]
assert shift > 1e-7 and abs(lever / shift - 1) < 3e-3
# The alternative rules must be excluded by the evolved field
for E_wrong in (E_jE, E_nokappa):
    assert abs(fields[0] - E_wrong) > 20 * abs(fields[0] - E_co)

# Wall speed at fixed field, measured from displacement
speeds = []
for ratio in (0.98, 1.05):
    E = ratio * E_co
    Ta, Tb, Tc = strip.run(E * d, 0.0, 0.45 * width, [25.0, 30.0, 35.0])
    v_sim = (strip.crossing(Tc, T_mid) - strip.crossing(Ta, T_mid)) / (10 * tau)
    dissipation = C_vol * np.sum(np.diff(theta(Tb)) * np.diff(Tb)) / strip.dy
    v_formula = area(E) / dissipation
    assert v_sim * (ratio - 1) > 0
    assert abs(v_sim / v_formula - 1) < 0.02        # grid and residual transient
    speeds.append((E, v_sim, v_formula))

# Round filament
disc = Film(4.5e-6, 450)
V_disc, R_disc = 1.7, 17.5
T = disc.run(V_disc, R_disc, 3e-6, [1000.0])[-1]
E_disc = disc.field(T, V_disc, R_disc)
radius = disc.crossing(T, T_mid)
curvature = np.sum((np.diff(theta(T)) / disc.dy)**2 / disc.yf) * disc.dy
assert abs(area(E_disc) / curvature - 1) < 0.02     # second-order grid error
excess, excess_law = E_disc - E_co, S_wall / (radius * slope)
# The law is leading order in wall thickness / radius
assert excess > 0 and abs(excess_law / excess - 1) < 0.2

# Special closure Lambda j'' + E - E_s(j) = 0: literal j-E rule, cubic curve
y, u = sp.symbols("y u", real=True)
a, b, Lam = sp.symbols("a b Lambda", positive=True)
E_minus_Es = a * u - b * u**3          # u = j - j_middle, E = middle field
wall = sp.sqrt(a / b) * sp.tanh(y * sp.sqrt(a / (2 * Lam)))
residual = Lam * sp.diff(wall, y, 2) + E_minus_Es.subs(u, wall)
assert sp.simplify(sp.expand(residual)) == 0
assert sp.simplify(sp.integrate(E_minus_Es,
                                (u, -sp.sqrt(a / b), sp.sqrt(a / b)))) == 0

F, J = 1e-6, 1e-7      # V/m to V/um, A/m^2 to kA/cm^2
print(f"electrode temperature T0 = {T0:.0f} K")
print(f"activation energy = {E_act:.2f} eV")
print(f"sigma_0 = {sigma_0:.1e} S/m, sigma_m = {sigma_m:.0f} S/m")
print(f"kappa_0 = {kappa_0:.1f} W/(m K), C = {C_vol:.1e} J/(m^3 K)")
print(f"G = {G_int:.1e} W/(m^2 K), thickness d = {d*1e9:.0f} nm")
print(f"h = 2G/d = {h:.2e} W/(m^3 K), tau = C/h = {tau*1e9:.1f} ns")
print(f"G d/(2 kappa_0) = {G_int*d/(2*kappa_0):.3f}")
print(f"length sqrt(kappa_0/h) = {np.sqrt(kappa_0/h)*1e9:.1f} nm")
print(f"holding point: E_h = {E_h*F:.3f} V/um at T = {T_h:.1f} K")
print(f"threshold point: E_th = {E_th*F:.3f} V/um at T = {T_th:.1f} K")
print(f"A(E_h) = {area(E_lo):.3e} W^2/m^4")
print(f"A(E_th) = {area(E_hi):.3e} W^2/m^4")
print(f"coexistence field E_co = {E_co*F:.4f} V/um")
print(f"coexistence voltage E_co d = {E_co*d:.4f} V")
print(f"T1, T2, T3 = {T1:.2f}, {T2:.2f}, {T3:.2f} K")
print(f"sigma(T1), sigma(T3) = {sigma(T1):.3f}, {sigma(T3):.2f} S/m")
print(f"j1, j3 = {j1*J:.3f}, {j3*J:.2f} kA/cm^2")
print(f"cold lobe = {lobe_cold:.4e} W^2/m^4")
print(f"hot lobe = {lobe_hot:.4e} W^2/m^4")
print(f"dA/dE at E_co = {slope:.4e} W^2/(m^3 V)")
print(f"dA/dE by differences = {slope_fd:.4e} W^2/(m^3 V)")
print(f"field from unweighted j-E areas = {E_jE*F:.4f} V/um")
print(f"its relative error = {100*(E_jE/E_co-1):.2f} %")
print(f"field with kappa omitted = {E_nokappa*F:.4f} V/um")
print(f"maximum wall heat flux = {flux_max:.4e} W/m^2")
print(f"same from evolution = {sim_flux:.4e} W/m^2")
print(f"10-90 % wall width = {wall_width*1e9:.1f} nm")
print(f"same from evolution = {sim_width*1e9:.1f} nm")
print(f"strip: width {width*1e9:.0f} nm, depth {depth*1e9:.0f} nm")
print(f"series resistor = {R_load:.0f} ohm")
for V0, E, I, pos in zip(supplies, fields, currents, positions):
    print(f"supply {V0:.1f} V: evolved field = {E*F:.4f} V/um")
    print(f"  current = {I*1e3:.4f} mA, hot width = {pos*1e9:.1f} nm")
print(f"wall shift = {shift*1e9:.1f} nm, lever rule = {lever*1e9:.1f} nm")
for E, vs, vf in speeds:
    print(f"E = {E*F:.3f} V/um: speed {vs:.4f}, formula {vf:.4f} m/s")
print(f"round filament: supply {V_disc:.1f} V, resistor {R_disc:.1f} ohm")
print(f"  radius = {radius*1e9:.0f} nm, field = {E_disc*F:.4f} V/um")
print(f"  A(E) = {area(E_disc):.4e} W^2/m^4")
print(f"  curvature integral = {curvature:.4e} W^2/m^4")
print(f"  S = {S_wall:.4e} W^2/m^3")
print(f"  field excess = {excess*F:.4f} V/um, law {excess_law*F:.4f} V/um")
print("every check passed")
```

Printed output:

```
electrode temperature T0 = 300 K
activation energy = 0.30 eV
sigma_0 = 1.0e+05 S/m, sigma_m = 100 S/m
kappa_0 = 1.0 W/(m K), C = 2.0e+06 J/(m^3 K)
G = 2.0e+06 W/(m^2 K), thickness d = 40 nm
h = 2G/d = 1.00e+14 W/(m^3 K), tau = C/h = 20.0 ns
G d/(2 kappa_0) = 0.040
length sqrt(kappa_0/h) = 100.0 nm
holding point: E_h = 19.752 V/um at T = 554.8 K
threshold point: E_th = 34.324 V/um at T = 332.7 K
A(E_h) = -8.170e+17 W^2/m^4
A(E_th) = 1.127e+20 W^2/m^4
coexistence field E_co = 20.7332 V/um
coexistence voltage E_co d = 0.8293 V
T1, T2, T3 = 304.63, 483.12, 659.28 K
sigma(T1), sigma(T3) = 1.077, 83.58 S/m
j1, j3 = 2.232, 173.28 kA/cm^2
cold lobe = -5.8283e+17 W^2/m^4
hot lobe = 5.8283e+17 W^2/m^4
dA/dE at E_co = 1.1195e+12 W^2/(m^3 V)
dA/dE by differences = 1.1195e+12 W^2/(m^3 V)
field from unweighted j-E areas = 22.8529 V/um
its relative error = 10.22 %
field with kappa omitted = 20.9537 V/um
maximum wall heat flux = 1.0797e+09 W/m^2
same from evolution = 1.0797e+09 W/m^2
10-90 % wall width = 613.3 nm
same from evolution = 613.4 nm
strip: width 4000 nm, depth 100 nm
series resistor = 2500 ohm
supply 1.7 V: evolved field = 20.7332 V/um
  current = 0.3483 mA, hot width = 2012.2 nm
supply 2.0 V: evolved field = 20.7332 V/um
  current = 0.4683 mA, hot width = 2713.7 nm
wall shift = 701.5 nm, lever rule = 701.5 nm
E = 20.319 V/um: speed -1.0858, formula -1.0859 m/s
E = 21.770 V/um: speed 1.9382, formula 1.9384 m/s
round filament: supply 1.7 V, resistor 17.5 ohm
  radius = 2990 nm, field = 20.8565 V/um
  A(E) = 1.4219e+17 W^2/m^4
  curvature integral = 1.4221e+17 W^2/m^4
  S = 3.9415e+11 W^2/m^3
  field excess = 0.1232 V/um, law 0.1177 V/um
every check passed
```
